\section*{Spin-orbit contact shielding of the proton in a model of HI, part 3}

Spin-orbit coupling on iodine gives the proton in HI a Fermi-contact shielding, treated here in a four-orbital model. In Hartree atomic units $\sigma_{uv}=\partial^2E_{\rm el}/\partial\mu_u\partial B_v$, and the induced field is $B^{\rm ind}_u=-\sum_v\sigma_{uv}B_v$.

The spin-free $H_0$ has singlet ground state $|0\rangle$ and resolvent $R$, with singlet and triplet parts $R_S$, $R_T$. For a total perturbation $W$,
\begin{equation}
E^{(2)}=-\langle WRW\rangle,\qquad E^{(3)}=+\langle WR(W-E^{(1)})RW\rangle .
\label{rs}
\end{equation}
With $Z_v=\tfrac12L_v$, $V=\sum_{ik}h_k(i)s_k(i)$, $F_u=\kappa\sum_i\delta(\mathbf r_i-\mathbf R)s_u(i)$ and $\kappa=\frac{4\pi}{3}g\alpha^2$,
\begin{equation}
\sigma^{\rm SO}_{uv}=2\,\mathrm{Re}\big[\langle F_uR_TVR_SZ_v\rangle+\langle F_uR_TZ_vR_TV\rangle+\langle VR_TF_uR_SZ_v\rangle\big].
\label{general}
\end{equation}
By a spin-rotation argument only $V_u$ contributes at this order; an electron with $s_u=m=\pm\tfrac12$ feels
\begin{equation}
\tfrac12B_vl_v+m\,h_u+m\,\kappa\mu_u\,\delta(\mathbf r-\mathbf R).
\label{eff}
\end{equation}
Also,
\begin{equation}
\sigma^{\rm SO}_{uv}=\kappa\,\frac{\partial}{\partial B_v}\Big\langle\sum_i\delta(\mathbf r_i-\mathbf R)s_u(i)\Big\rangle_{B,V}.
\label{hf}
\end{equation}

The orbitals are $\sigma=as+bp_z$, $\sigma^*=bs-ap_z$, $\pi_{x,y}=p_{x,y}$, with $s$ on hydrogen, $p$ on iodine, $a^2+b^2=1$ and filling $\sigma^2\pi^4$. Here $\mathbf h=\zeta\mathbf l$, $\langle s|\delta|s\rangle=\rho$, $\langle\sigma^*|l_x|\pi_y\rangle=-ia$ and $\langle\pi_y|l_x|\sigma\rangle=-ib$. $\Pi$ and $\Sigma$ denote $\pi_y\to\sigma^*$ and $\sigma\to\sigma^*$. Exchange terms $-2K_\Pi\mathbf S_\pi\cdot\mathbf S_{\sigma^*}-2K_\Sigma\mathbf S_\sigma\cdot\mathbf S_{\sigma^*}$ give ${}^3\Delta=\Delta\varepsilon-\tfrac12K$ and ${}^1\Delta=\Delta\varepsilon+\tfrac32K$, with $\Delta\varepsilon$ the orbital gap. The result is
\begin{equation}
\sigma_\perp=\tfrac12\kappa\zeta\rho\,a^2b^2\left[\frac1{{}^1\Delta_\Pi\,{}^3\Delta_\Sigma}+\frac1{{}^3\Delta_\Pi\,{}^3\Delta_\Sigma}+\frac1{{}^1\Delta_\Pi\,{}^3\Delta_\Pi}\right],\qquad\sigma_\parallel=0,\qquad\sigma_{\rm iso}=\tfrac23\sigma_\perp .
\label{result}
\end{equation}

For $O=\sum_io(i)$ and $O_u=\sum_io(i)s_u(i)$, moving a particle from $c$ to $d$ gives $\langle{}^3id|O_u|{}^1ic\rangle=+\tfrac12o_{dc}$ and $\langle{}^3id|O|{}^3ic\rangle=+o_{dc}$; also $\langle{}^3ic|O_u|{}^1ic\rangle=\tfrac12(o_{cc}-o_{ii})$. The spin-dipole operator and $G$, the field-dependent part of the spin-orbit operator, are omitted. Equation~\eqref{general} was also tested on a random four-electron, four-orbital model.

For $K_\Pi=K_\Sigma=0$ the electrons are independent and Eq.~\eqref{result} can be obtained without any many-electron state. By Eq.~\eqref{eff}, electrons of spin $s_x=m$ see the $4\times4$ matrix $h_0+\lambda l_x+\eta\delta$ with $\lambda=\tfrac12B+\zeta m$ and $\eta=\kappa\mu m$. Three of its four levels are filled, so their energy is the trace minus the empty level $\varepsilon_*(\lambda,\eta)$. The trace is $\mathrm{tr}\,h_0+\eta\rho$ and contains no $\lambda$, so the term in $\lambda^2\eta$ is that of $-\varepsilon_*$. Include $\eta\delta$ first, to first order. The level shifts by $\eta b^2\rho$, the $\pi$ level does not shift, and the orbital becomes $\sigma^*+\sigma\,\eta ab\rho/\Delta_\Sigma$, whose $p_z$ coefficient is $-a+\eta ab^2\rho/\Delta_\Sigma$ with square $a^2-2\eta a^2b^2\rho/\Delta_\Sigma$. The operator $l_x$ couples this level only to $\pi_y$, through its $p_z$ coefficient, and pushes it up in second order. The energy of the filled levels therefore changes by
\begin{equation}
-\lambda^2\,\frac{a^2-2\eta a^2b^2\rho/\Delta_\Sigma}{\Delta_\Pi+\eta b^2\rho}=-\frac{\lambda^2a^2}{\Delta_\Pi}+c\,\lambda^2\eta+\dots,\qquad c=a^2b^2\rho\left[\frac2{\Delta_\Pi\Delta_\Sigma}+\frac1{\Delta_\Pi^2}\right],
\end{equation}
using $1/(\Delta+x)=1/\Delta-x/\Delta^2+\dots$ for the denominator. Now $\lambda^2\eta=\kappa\mu\,(\tfrac14B^2m+B\zeta m^2+\zeta^2m^3)$. The odd powers of $m$ cancel between the spins and $\sum_mm^2=\tfrac12$, leaving $\tfrac12c\kappa\zeta\,\mu B$. Hence $\sigma_\perp=\tfrac12c\kappa\zeta$, which is Eq.~\eqref{result} with equal singlet and triplet energies.

The same expression displays the mechanism. The derivative of the energy of spin $m$ with respect to $\eta$ is $\rho\,n_s(m)$, with $n_s(m)$ the population of the hydrogen orbital. The terms linear in $\eta$ are $\eta\rho-\eta b^2\rho+c\lambda^2\eta$, so $n_s(m)=a^2+(c/\rho)\lambda^2$. Mixing with $\pi_y$ removes $s$ character from the empty orbital and hands it to the filled ones, in proportion to $\lambda^2$. With $\zeta>0$ the effective field $\tfrac12B+\zeta m$ is larger in magnitude for $m=+\tfrac12$, and that spin gains more. The net spin on hydrogen is $\langle s_x\rangle_{\rm H}=\sum_mm\,n_s(m)=(c/\rho)B\zeta\sum_mm^2=c\zeta B/2\rho$, or, for any $K$ by Eq.~\eqref{hf},
\begin{equation}
\langle s_x\rangle_{\rm H}=\frac{\sigma_\perp B}{\kappa\rho}.
\end{equation}
The spin is parallel to $\mathbf B$, its magnetic moment antiparallel, and the contact energy $\mu\kappa\rho\langle s_x\rangle_{\rm H}=-\mu B^{\rm ind}$ corresponds to $B^{\rm ind}=-\kappa\rho\langle s_x\rangle_{\rm H}$, opposing the external field.

The sign depends on the filling of the heavy atom's $\pi$ orbitals. Let them be empty, with ground state $\sigma^2$, let $\Pi$ denote $\sigma\to\pi_y$, and let the exchange term couple $\mathbf S_\pi$ to $\mathbf S_\sigma$. The outer elements contain $\langle\pi_y|l_x|\sigma\rangle=-ib$, giving $\langle{}^1\Pi|Z_x|0\rangle=-ib/\sqrt2$ and $\langle{}^3\Pi|V_x|0\rangle=-ib\zeta/\sqrt2$. Going from $\Pi$ to $\Sigma$ now moves the particle, with elements $+\tfrac12\zeta(-ia)$ for $V_x$ and $+\tfrac12(-ia)$ for $Z_x$, and $\langle{}^3\Pi|F_x|{}^1\Pi\rangle=\tfrac12\kappa(0-a^2\rho)$. The numerators are
\begin{equation}
2\,\frac{\kappa ab\rho}{\sqrt2}\,\frac{-ia\zeta}{2}\,\frac{-ib}{\sqrt2},\qquad
2\,\frac{\kappa ab\rho}{\sqrt2}\,\frac{-ia}{2}\,\frac{-ib\zeta}{\sqrt2},\qquad
2\,\frac{ib\zeta}{\sqrt2}\,\frac{-\kappa a^2\rho}{2}\,\frac{-ib}{\sqrt2},
\end{equation}
and each equals $-\tfrac12\kappa\zeta\rho a^2b^2$, the first two because $(-i)^2=-1$ and the third through the sign of the contact element. Equation~\eqref{result} then holds with the opposite overall sign. In this model filled $\pi$ orbitals on the heavy atom shield the neighbour and empty ones deshield it, because now the filled $\sigma$ orbital loses $s$ character by mixing with $\pi_y$.

The numerical example uses round parameters and involves no electronic-structure calculation. The value $\zeta=0.6$ eV is the rough size of the iodine $5p$ spin-orbit constant, and ${}^3\Delta_\Pi=5$ eV and ${}^1\Delta_\Pi=6$ eV are the rough sizes of the lowest absorption energies of HI; all three are recalled magnitudes, good to one figure. The others are chosen: $a^2=0.4$, ${}^3\Delta_\Sigma=8$ eV, ${}^1\Delta_\Sigma=11$ eV and $\rho=1/\pi=0.318310$ bohr$^{-3}$ for a $1s$ function of unit exponent. The splittings $2K$ give $K_\Pi=0.5$ eV and $K_\Sigma=1.5$ eV, and $\Delta\varepsilon={}^3\Delta+\tfrac12K$ gives orbital gaps of $5.25$ and $8.75$ eV. In hartree, $\zeta=0.022050$, ${}^3\Delta_\Pi=0.183747$, ${}^1\Delta_\Pi=0.220496$ and ${}^3\Delta_\Sigma=0.293995$. With $a=0.63246$ and $b=0.77460$ the elements of the bare operators are $-i\sqrt2a=-0.89443\,i$ for $L_x$ from the ground state, $-ia/\sqrt2=-0.44721\,i$, $ab/\sqrt2=0.34641$, $ib/2=0.38730\,i$, $ib=0.77460\,i$ and $b^2/2=0.3$, in agreement with the elements computed in the determinant basis. With $a^2b^2=0.24$ the common numerator is
\begin{equation}
\tfrac12\times4.4663\times10^{-4}\times0.022050\times0.318310\times0.24=3.762\times10^{-7},
\end{equation}
and the three paths are
\begin{align}
{}^1\Pi,{}^3\Sigma:&\quad(0.220496\times0.293995)^{-1}=15.426, & 3.7617\times10^{-7}\times15.426&=5.803\ \text{ppm},\nonumber\\
{}^3\Pi,{}^3\Sigma:&\quad(0.183747\times0.293995)^{-1}=18.511, & 3.7617\times10^{-7}\times18.511&=6.963\ \text{ppm},\nonumber\\
{}^1\Pi,{}^3\Pi:&\quad(0.220496\times0.183747)^{-1}=24.682, & 3.7617\times10^{-7}\times24.682&=9.285\ \text{ppm}.
\end{align}
The sum is $\sigma_\perp=22.05$ ppm, so $\sigma_{\rm iso}=\tfrac23\times22.05=14.70$ ppm and the contribution to the anisotropy is $\sigma_\parallel-\sigma_\perp=-22.05$ ppm. Finite differences of the lowest eigenvalue in the full determinant space give $22.0510$ ppm, equal to the formula in all printed digits, and $-22.0510$ ppm for the empty-$\pi$ filling with the same energies. The numerical check repeats the finite-difference comparison for all nine tensor elements, and checks each path against Eq.~\eqref{general} evaluated with numerical singlet and triplet resolvents, with four parameter sets and both fillings; one set differs from the example only in ${}^1\Delta_\Sigma$, and one has $K=0$. The digits serve that comparison; with one-figure inputs the physical content is the sign and an isotropic size of 10 to 20 ppm at this order.

The induced spin per unit field is $22.051\times10^{-6}/(4.4663\times10^{-4}\times0.318310)=0.1551$ in atomic units, a value confirmed from the expectation value of the spin on hydrogen in the numerically perturbed ground state. A field of 10 T is $4.254\times10^{-5}$ atomic units, so $\langle s_x\rangle_{\rm H}=0.1551\times4.254\times10^{-5}=6.6\times10^{-6}$ for a molecule lying across the field. This small spin produces $B^{\rm ind}=-22.05\times10^{-6}\times10\ \text{T}$, about $-220\ \mu$T. For a tumbling molecule the proton line at $425.77$ MHz moves by $-14.70\times10^{-6}\times425.77$ MHz $=-6.3$ kHz. These figures are the spin-orbit contact contribution only; the diamagnetic and paramagnetic terms of Ramsey's theory add to them.

The expansion parameter is $\zeta/{}^3\Delta_\Pi=0.12$, which is not negligible, and the model allows the higher orders to be summed. Let $|\tilde0\rangle$ be the ground state of $H_0+V$, still non-degenerate, and $\tilde R$ the corresponding resolvent. Second-order theory, Eq.~\eqref{rs}, then gives $\sigma_{uu}=-2\,\mathrm{Re}\langle\tilde0|F_u\tilde R\tilde Z_u|\tilde0\rangle$ to all orders in $\zeta$, where $\tilde Z_u=\tfrac12(L_u+gS_u)$ is the full Zeeman operator. At order $\zeta^2$ the spin-rotation argument no longer restricts $V$ to $V_u$: a product such as $F_xV_yV_z$ is even under half turns about all three spin axes, and terms of this kind are allowed. The spin Zeeman operator also acts, because $|\tilde0\rangle$ has a triplet component of amplitude of order $\zeta/\Delta$. For the parallel element there is an exact relation. The operator $J_z=L_z+S_z$ commutes with $H_0+V$, so the non-degenerate $|\tilde0\rangle$ is an eigenstate of it, and the eigenvalue is zero because time reversal would map any other value onto a degenerate partner. Thus $S_z|\tilde0\rangle=-L_z|\tilde0\rangle$, $(L_z+gS_z)|\tilde0\rangle=(1-g)L_z|\tilde0\rangle$, and
\begin{equation}
\sigma_\parallel[L+gS]=(1-g)\,\sigma_\parallel[L].
\end{equation}
The spin Zeeman term almost exactly reverses the orbital value.

With the orbital Zeeman operator alone the all-order values are $\sigma_\perp=20.15$, $\sigma_\parallel=1.846$ and $\sigma_{\rm iso}=14.05$ ppm. With the full operator they are $18.29$, $-1.850$ and $11.57$ ppm, the parallel element satisfying $(1-2.002319)\times1.846=-1.850$. That the all-order values approach Eq.~\eqref{result} as $\zeta\to0$ is among the tests; in addition, halving a small $\zeta$ reduces the remainders by printed factors between $3.994$ and $4.001$, as for a leading correction quadratic in $\zeta$. Relative to the third-order value, the orbital higher orders lower $\sigma_\perp$ by $(22.05-20.15)/22.05$, about 9\%, and $\sigma_{\rm iso}$ by only $(14.70-14.05)/14.70$, about 4\%, because the positive parallel element offsets part of the loss in the average. With the orbital and spin Zeeman operators both included, and $G$ still left out, the isotropic contact value falls by $(14.70-11.57)/14.70$, about 21\% of the third-order value, nearly twice the ratio $\zeta/{}^3\Delta_\Pi$. Of the $3.13$ ppm lost, $14.05-11.57=2.48$ ppm comes from the spin Zeeman operator, which contributes nothing at third order. For these parameters Eq.~\eqref{result} gives the sign, the anisotropy and the size of the effect, about 15 ppm against about 12 ppm in the same model summed to all orders, but not its second figure.

The third-order description fails outright when $\zeta$ becomes comparable to a triplet excitation energy, through either a heavier atom or a low-lying ${}^3\Pi$ state; spin-orbit coupling must then be part of the zeroth-order Hamiltonian, as in $|\tilde0\rangle$. It does not apply to a degenerate or open-shell ground state, where $E^{(1)}$ need not vanish and $R$ is not defined as above. Within its range, every term of Eq.~\eqref{result} carries at least one triplet energy in the denominator, so a relative error in ${}^3\Delta_\Sigma$ or ${}^3\Delta_\Pi$ passes directly into the two terms that contain it. Scalar relativistic effects on the iodine orbitals appear in the model only through the values assigned to $a$, $\zeta$ and the excitation energies, and the iodine $5s$ orbital, further empty orbitals, overlap and configuration mixing are absent. The number obtained is therefore a property of the model, and a value for the real molecule requires Eq.~\eqref{general}, with the omitted operators and the higher orders, evaluated on computed states.

\section*{Computed results}
\begin{verbatim}
random model: max|tensor| 0.04103, max|FD-formula| 1.2e-07
random model spin Zeeman: max 0.02556, symmetric part 4.2e-08
inputs: a^2 0.4, b^2 0.6, a 0.63246, b 0.77460, a^2 b^2 0.240
zeta 0.60 eV = 0.022050 Eh; rho(1s) 0.318310 bohr^-3
Delta 3Pi: 5.0 eV = 0.183747 Eh
Delta 1Pi: 6.0 eV = 0.220496 Eh
Delta 3Sigma: 8.0 eV = 0.293995 Eh
Delta 1Sigma: 11.0 eV = 0.404243 Eh
K_Pi 0.500 eV, K_Sigma 1.500 eV; gaps 5.250, 8.750 eV
g_e 2.002319, alpha^2 5.325135e-05, kappa 4.466348e-04 a.u.
mean dipole field over 1s / alpha^2 mu: 2.66560; (8pi/3)rho 2.66667 bohr^-3
H atom hyperfine splitting from kappa (fixed nucleus): 1.4228 GHz
<1Pi|Lx|0> = 0.00000 -0.89443i
<3Pi|l.s|0> = -0.00000 -0.44721i
<3Sig|delta sx|0>/rho = 0.34641 +0.00000i
<3Sig|l.s|1Pi> = -0.00000 +0.38730i
<3Sig|Lx|3Pi> = 0.00000 +0.77460i
<3Pi|delta sx|1Pi>/rho = 0.30000 +0.00000i
numerator kappa zeta rho a^2 b^2/2 = 3.76170e-07 Eh^2
path via 1Pi,3Sigma: 1/(DD) 15.4262 Eh^-2, sigma 5.803 ppm
path via 3Pi,3Sigma: 1/(DD) 18.5115 Eh^-2, sigma 6.963 ppm
path via 1Pi,3Pi: 1/(DD) 24.6820 Eh^-2, sigma 9.285 ppm
sigma_perp formula 22.0510 ppm, finite difference 22.0510 ppm
sigma_iso 14.701 ppm; sigma_par - sigma_perp -22.051 ppm
empty pi, same energies: sigma_perp -22.0510 ppm
B 10 T = 4.25438e-05 a.u.; d<s_x>_H/dB 0.15510 a.u.; <s_x>_H 6.5988e-06
induced field (perp) -220.5 microT; Larmor 425.77 MHz; iso shift -6.259 kHz
zeta/Delta(3Pi) = 0.120
all orders, L only: perp 20.153, par 1.846, iso 14.051 ppm
  remainder ratio on halving small zeta: perp 4.001, par 3.994
all orders, L + g S: perp 18.287, par -1.850, iso 11.574 ppm
  remainder ratio on halving small zeta: perp 3.997, par 3.994
\end{verbatim}
